# Error of Cascading Two Scatterers Through Propagating Modes Only: a numerical check

```python
"""
Result under test: two scatterers A, B in a lead, separated by d, are cascaded
with propagating modes only. The error of the transmission amplitude is
    t - t0 = exp(-kappa d) C(d) + faster terms,
kappa = smallest decay constant of the closed modes, C(d) = bounded prefactor
made of all paths that cross the gap exactly once in that closed mode.
Model: hard-wall strip of width W, sheets V(x,y) = g(y) delta(x), free electron
mass. Atomic units inside, eV and angstrom for input and output.
t, r: transmission and reflection matrices in the basis of transverse modes;
K: wave numbers (i*kappa_n for closed modes); G: sheet coupling matrix.
"""
import numpy as np
from scipy.constants import physical_constants, k as k_boltzmann, e as e_charge
from scipy.linalg import eigh_tridiagonal

HARTREE = physical_constants["Hartree energy in eV"][0]
BOHR = physical_constants["Bohr radius"][0] * 1e10      # angstrom

WIDTH_A = 10.0        # strip width, angstrom
ENERGY = 0.8          # eV
STRENGTH = 5.0        # peak of g(y), eV angstrom
SPREAD_A = 2.0        # g = STRENGTH*exp(-((y-centre)/SPREAD)^2), angstrom
CENTRE_A, CENTRE_B = 3.0, 6.5                           # angstrom
N_MODES = 16
WIDTH = WIDTH_A / BOHR


def level(n):
    """Transverse energy of mode n in eV."""
    return 0.5 * (n * np.pi / WIDTH) ** 2 * HARTREE


def wave_numbers(energy, n_modes=N_MODES):
    n = np.arange(1, n_modes + 1)
    return np.sqrt(2 * (energy - level(n)) / HARTREE + 0j)


def coupling(centre, n_modes=N_MODES, strength=STRENGTH):
    """Matrix elements of g(y) between transverse modes, by quadrature."""
    node, weight = np.polynomial.legendre.leggauss(200)
    y = 0.5 * WIDTH * (node + 1)
    weight = 0.5 * WIDTH * weight
    n = np.arange(1, n_modes + 1)[:, None]
    chi = np.sqrt(2 / WIDTH) * np.sin(n * np.pi * y / WIDTH)
    g = strength / HARTREE / BOHR * np.exp(-((y * BOHR - centre) / SPREAD_A) ** 2)
    return (chi * (weight * g)) @ chi.T


def sheet(K, G):
    """Transmission and reflection of one sheet (the same from both sides)."""
    t = np.linalg.solve(np.diag(K) + 1j * G, np.diag(K))
    return t, t - np.eye(len(K))


def direct(K, GA, GB, d, n_open=1):
    """Exact amplitude: integral equation for both sheets, no S matrices."""
    n = len(K)
    one = np.eye(n)
    near = (-1j / K)[:, None]
    hop = np.exp(1j * K * d)[:, None]
    matrix = np.block([[one - near * GA, -near * hop * GB],
                       [-near * hop * GA, one - near * GB]])
    source = np.vstack([one, hop * one])[:, :n_open]
    return np.linalg.solve(matrix, source)[n:n + n_open]


def cascade(tA, rA, tB, rB, K, d):
    P = np.diag(np.exp(1j * K * d))
    loop = np.eye(len(K)) - rA @ P @ rB @ P
    return tB @ P @ np.linalg.solve(loop, tA)


def open_cascade(K, GA, GB, d, n_open=1):
    """Cascade that keeps the propagating blocks only."""
    o = slice(0, n_open)
    tA, rA = sheet(K, GA)
    tB, rB = sheet(K, GB)
    return cascade(tA[o, o], rA[o, o], tB[o, o], rB[o, o], K[o], d)


def prefactor(K, GA, GB, d, n_open=1):
    """C(d): all paths with one crossing in the slowest closed mode."""
    o, c = slice(0, n_open), n_open
    tA, rA = sheet(K, GA)
    tB, rB = sheet(K, GB)
    P = np.diag(np.exp(1j * K[o] * d))
    D = np.linalg.inv(np.eye(n_open) - rA[o, o] @ P @ rB[o, o] @ P)
    a_open = D @ tA[o, o]
    a_closed = tA[c, o] + rA[c, o] @ P @ rB[o, o] @ P @ a_open
    b_closed = rB[c, o] @ P @ a_open
    exit_B = tB[o, c] + tB[o, o] @ P @ D @ rA[o, o] @ P @ rB[o, c]
    exit_A = tB[o, o] @ P @ D @ rA[o, c]
    return np.outer(exit_B, a_closed) + np.outer(exit_A, b_closed)


def error(K, GA, GB, d, n_open=1):
    return direct(K, GA, GB, d, n_open) - open_cascade(K, GA, GB, d, n_open)


def measured_rate(K, GA, GB, d):
    """Decay rate of |error| over one period pi/k of its prefactor."""
    period = np.pi / K[0].real
    first = abs(error(K, GA, GB, d)[0, 0])
    second = abs(error(K, GA, GB, d + period)[0, 0])
    return np.log(first / second) / period


K = wave_numbers(ENERGY)
GA, GB = coupling(CENTRE_A), coupling(CENTRE_B)
k_open, kappa, kappa3 = K[0].real, K[1].imag, K[2].imag
tA, rA = sheet(K, GA)
tB, rB = sheet(K, GB)

print(f"strip width {WIDTH_A:.1f} A, energy {ENERGY:.2f} eV")
print(f"sheet peak {STRENGTH:.1f} eV A, spread {SPREAD_A:.1f} A, "
      f"centres {CENTRE_A:.1f} and {CENTRE_B:.1f} A")
print("transverse levels 1,2,3: "
      + ", ".join(f"{level(n):.4f}" for n in (1, 2, 3)) + " eV")
print(f"open wave number k = {k_open / BOHR:.4f} 1/A")
print(f"slowest decay constant kappa = {kappa / BOHR:.4f} 1/A"
      f" = {kappa:.4f} 1/bohr")
print(f"decay length 1/kappa = {BOHR / kappa:.3f} A")
print(f"next decay constant = {kappa3 / BOHR:.4f} 1/A")
print(f"single-sheet transmission A, B: {abs(tA[0, 0])**2:.4f}, "
      f"{abs(tB[0, 0])**2:.4f}")
print(f"largest possible loop factor |D|: "
      f"{1 / (1 - abs(rA[0, 0] * rB[0, 0])):.3f}")

# Mode convergence, and the all-mode cascade against the integral equation.
d5 = 5.0 / BOHR
K_big = wave_numbers(ENERGY, 2 * N_MODES)
t_big = direct(K_big, coupling(CENTRE_A, 2 * N_MODES),
               coupling(CENTRE_B, 2 * N_MODES), d5)[0, 0]
change = abs(t_big - direct(K, GA, GB, d5)[0, 0])
assert change < 1e-5
print(f"change of t at 5 A when modes are doubled from {N_MODES}: {change:.1e}")
for d_ang in (2.0, 5.0, 12.0):
    full = cascade(tA, rA, tB, rB, K, d_ang / BOHR)[0, 0]
    assert abs(full - direct(K, GA, GB, d_ang / BOHR)[0, 0]) < 1e-10

# The truncated cascade conserves flux although its amplitude is wrong.
P5 = np.exp(1j * k_open * d5)
D5 = 1 / (1 - rA[0, 0] * rB[0, 0] * P5 ** 2)
t0 = open_cascade(K, GA, GB, d5)[0, 0]
r0 = rA[0, 0] + tA[0, 0] ** 2 * P5 ** 2 * rB[0, 0] * D5
flux_defect = abs(abs(t0) ** 2 + abs(r0) ** 2 - 1)
assert flux_defect < 1e-12 and abs(error(K, GA, GB, d5)[0, 0]) > 1e-4
print(f"flux defect of truncated cascade at 5 A below 1e-12: "
      f"{flux_defect < 1e-12}")

print("d (A) | T exact | T open only | |error of t| | one-crossing estimate")
for d_ang in (2.0, 5.0, 10.0, 15.0, 20.0):
    d = d_ang / BOHR
    exact = direct(K, GA, GB, d)[0, 0]
    short = open_cascade(K, GA, GB, d)[0, 0]
    guess = prefactor(K, GA, GB, d)[0, 0] * np.exp(-kappa * d)
    print(f"{d_ang:5.1f} | {abs(exact)**2:.6f} | {abs(short)**2:.6f} | "
          f"{abs(exact - short):.3e} | {abs(guess):.3e}")

# At 20 A (last row) the first-order formulas for t and T must hold.
assert abs(exact - short - guess) < 0.02 * abs(exact - short)
shift_T = abs(exact) ** 2 - abs(short) ** 2
estimate_T = 2 * (np.conj(short) * guess).real
assert abs(shift_T - estimate_T) < 0.02 * abs(guess)
print(f"T shift at 20 A: exact {shift_T:.3e}, estimate {estimate_T:.3e}")

rate = measured_rate(K, GA, GB, 20 / BOHR)
assert abs(rate / kappa - 1) < 5e-3
print(f"measured decay rate of the error: {rate / BOHR:.4f} 1/A")

# Separation that keeps the amplitude error below a tolerance.
TOLERANCE = 1e-3
phases = np.linspace(0, np.pi / k_open, 400)
C_values = [abs(prefactor(K, GA, GB, d)[0, 0]) for d in phases]
C_max = max(C_values)
d_safe = np.log(C_max / TOLERANCE) / kappa
scan = np.linspace(d_safe, d_safe + 2 * np.pi / k_open, 200)
worst = max(abs(error(K, GA, GB, d)[0, 0]) for d in scan)
assert worst < 1.1 * TOLERANCE
print(f"prefactor |C|: smallest {min(C_values):.4f}, largest {C_max:.4f}")
print(f"safe separation for error {TOLERANCE:.0e}: {d_safe * BOHR:.2f} A"
      f" = {d_safe:.2f} bohr")
print(f"largest error found beyond it: {worst:.2e}")

# Both sheets mirror symmetric: mode 2 is decoupled and mode 3 sets the rate.
G_mid = coupling(WIDTH_A / 2)
G_mid_weak = coupling(WIDTH_A / 2, strength=0.6 * STRENGTH)
rate_sym = measured_rate(K, G_mid, G_mid_weak, 10 / BOHR)
assert abs(rate_sym / kappa3 - 1) < 1e-2
print(f"both sheets symmetric: measured rate {rate_sym / BOHR:.4f} 1/A")

# Only A symmetric, modes 1 and 2 kept: mode 2 must cross the gap twice.
rate_one = measured_rate(K[:2], G_mid[:2, :2], GB[:2, :2], 10 / BOHR)
assert abs(rate_one / (2 * kappa) - 1) < 1e-2
print(f"only A symmetric, two modes kept: measured rate "
      f"{rate_one / BOHR:.4f} 1/A, 2 kappa = {2 * kappa / BOHR:.4f} 1/A")

# Two open modes: the matrix form of the prefactor.
E_TWO = 2.5
K_two = wave_numbers(E_TWO)
d20 = 20 / BOHR
err_two = error(K_two, GA, GB, d20, 2)
est_two = prefactor(K_two, GA, GB, d20, 2) * np.exp(-K_two[2].imag * d20)
mismatch = np.linalg.norm(err_two - est_two) / np.linalg.norm(err_two)
assert mismatch < 0.02
print(f"two open modes at {E_TWO:.1f} eV, d = 20 A: error norm "
      f"{np.linalg.norm(err_two):.3e}, relative mismatch {mismatch:.1e}")

# Approach to the edge of subband 2, and the 1/d law at the edge.
for gap in (0.1, 0.01):
    K_near = wave_numbers(level(2) - gap)
    print(f"{gap:.2f} eV below level 2: kappa {K_near[1].imag / BOHR:.4f} 1/A, "
          f"error at 20 A {abs(error(K_near, GA, GB, d20)[0, 0]):.3e}")
K_edge = wave_numbers(level(2) - 1e-9)
d_long = 40 * np.pi / K_edge[0].real
edge_1 = abs(error(K_edge, GA, GB, d_long)[0, 0])
edge_2 = abs(error(K_edge, GA, GB, 2 * d_long)[0, 0])
assert abs(edge_1 / edge_2 - 2) < 0.1
print(f"at the edge: error {edge_1:.3e} at {d_long * BOHR:.1f} A, "
      f"{edge_2:.3e} at twice that, ratio {edge_1 / edge_2:.3f}")

# Lattice strip with extended scatterers, solved as one linear system.
M = 4
site = np.arange(1, M + 1)
chi_lat = np.sqrt(2 / (M + 1)) * np.sin(np.pi * np.outer(site, site) / (M + 1))
eps_lat = -2 * np.cos(np.pi * site / (M + 1))
K_LAT = np.pi / 5                       # prefactor then repeats after 10 sites
E_lat = eps_lat[0] - 2 * np.cos(K_LAT)
cos_k = (eps_lat - E_lat) / 2
step = np.where(cos_k > 1, cos_k - np.sqrt(cos_k ** 2 - 1 + 0j),
                cos_k + 1j * np.sqrt(1 - cos_k ** 2 + 0j))
kappa_lat = np.arccosh(cos_k[1])


def lattice(potential, from_right=False):
    """Amplitudes t, r of the open mode for on-site potentials [column, row]."""
    n_col = len(potential)
    neighbours = np.eye(M, k=1) + np.eye(M, k=-1)
    A = np.kron(np.eye(n_col), E_lat * np.eye(M) + neighbours).astype(complex)
    A -= np.diag(np.ravel(potential))
    A += np.kron(np.eye(n_col, k=1) + np.eye(n_col, k=-1), np.eye(M))
    lead = chi_lat.T @ np.diag(step) @ chi_lat
    A[:M, :M] += lead
    A[-M:, -M:] += lead
    source = np.zeros((n_col, M), complex)
    entry, leave = (-1, 0) if from_right else (0, -1)
    source[entry] = 2j * np.sin(K_LAT) * chi_lat[0]
    psi = np.linalg.solve(A, source.ravel()).reshape(n_col, M)
    return chi_lat[0] @ psi[leave], chi_lat[0] @ psi[entry] - 1


pot_A = np.array([[0.9, 0.2, 0.0, 0.1], [0.4, 0.5, 0.1, 0.0]])
pot_B = np.array([[0.1, 0.3, 0.8, 0.2], [0.0, 0.1, 0.6, 0.7]])
t_a, _ = lattice(pot_A)
_, r_a = lattice(pot_A, from_right=True)
t_b, r_b = lattice(pot_B)
assert abs(abs(t_b) ** 2 + abs(r_b) ** 2 - 1) < 1e-10


def lattice_error(d):
    """d = steps from the last column of A to the first column of B."""
    whole, _ = lattice(np.vstack([pot_A, np.zeros((d - 1, M)), pot_B]))
    P = np.exp(1j * K_LAT * d)
    return whole - t_b * P * t_a / (1 - r_a * r_b * P ** 2)


rate_lat = np.log(abs(lattice_error(14) / lattice_error(24))) / 10
assert abs(rate_lat / kappa_lat - 1) < 5e-3
print(f"lattice strip: measured rate {rate_lat:.5f}, kappa {kappa_lat:.5f}"
      " per site")

# Size of neglected effects: thermal energy shift and walls of finite height.
TEMPERATURE, WALL = 300.0, 5.0          # K, eV
thermal = k_boltzmann * TEMPERATURE / e_charge
kappa_hot = wave_numbers(ENERGY + thermal)[1].imag
n_grid, box = 6000, 30.0 / BOHR
h = box / n_grid
y_grid = (np.arange(n_grid) + 0.5) * h - box / 2
wall = np.where(abs(y_grid) > WIDTH / 2, WALL / HARTREE, 0.0)
soft = eigh_tridiagonal(1 / h ** 2 + wall, np.full(n_grid - 1, -0.5 / h ** 2),
                        eigvals_only=True, select="i", select_range=(0, 1))
soft = soft * HARTREE
assert soft[0] < ENERGY < soft[1]       # still exactly one open mode
kappa_soft = np.sqrt(2 * (soft[1] - ENERGY) / HARTREE)
print(f"thermal energy at {TEMPERATURE:.0f} K: {thermal:.4f} eV; "
      f"kappa at E + kT: {kappa_hot / BOHR:.4f} 1/A")
print(f"walls of {WALL:.1f} eV: levels {soft[0]:.3f}, {soft[1]:.3f} eV; "
      f"kappa {kappa_soft / BOHR:.3f} 1/A")

print("checks complete")
```

It prints:

```
strip width 10.0 A, energy 0.80 eV
sheet peak 5.0 eV A, spread 2.0 A, centres 3.0 and 6.5 A
transverse levels 1,2,3: 0.3760, 1.5041, 3.3843 eV
open wave number k = 0.3336 1/A
slowest decay constant kappa = 0.4299 1/A = 0.2275 1/bohr
decay length 1/kappa = 2.326 A
next decay constant = 0.8236 1/A
single-sheet transmission A, B: 0.7174, 0.6258
largest possible loop factor |D|: 1.482
change of t at 5 A when modes are doubled from 16: 1.1e-08
flux defect of truncated cascade at 5 A below 1e-12: True
d (A) | T exact | T open only | |error of t| | one-crossing estimate
  2.0 | 0.210061 | 0.256268 | 5.286e-02 | 4.798e-02
  5.0 | 0.556384 | 0.584663 | 2.445e-02 | 2.368e-02
 10.0 | 0.291700 | 0.290651 | 1.142e-03 | 1.148e-03
 15.0 | 0.771024 | 0.770679 | 3.218e-04 | 3.221e-04
 20.0 | 0.265041 | 0.265057 | 1.752e-05 | 1.752e-05
T shift at 20 A: exact -1.590e-05, estimate -1.590e-05
measured decay rate of the error: 0.4299 1/A
prefactor |C|: smallest 0.0553, largest 0.2065
safe separation for error 1e-03: 12.40 A = 23.43 bohr
largest error found beyond it: 6.76e-04
both sheets symmetric: measured rate 0.8236 1/A
only A symmetric, two modes kept: measured rate 0.8598 1/A, 2 kappa = 0.8598 1/A
two open modes at 2.5 eV, d = 20 A: error norm 1.803e-06, relative mismatch 7.1e-05
0.10 eV below level 2: kappa 0.1620 1/A, error at 20 A 5.325e-03
0.01 eV below level 2: kappa 0.0512 1/A, error at 20 A 1.379e-02
at the edge: error 8.963e-03 at 230.9 A, 4.523e-03 at twice that, ratio 1.982
lattice strip: measured rate 0.76720, kappa 0.76720 per site
thermal energy at 300 K: 0.0259 eV; kappa at E + kT: 0.4219 1/A
walls of 5.0 eV: levels 0.272, 1.077 eV; kappa 0.270 1/A
checks complete
```
